When moving electrodes closer makes gas breakdown harder

**Question**

I have two flat metal plates facing each other in nitrogen at 1 Torr, with a DC supply across them. The field between them is V/d, so at a given voltage a smaller gap d means a stronger field. A stronger field accelerates electrons harder and should ionize the gas more readily. It seems to follow that moving the plates closer must always make breakdown easier.

Does that follow from the Townsend ionization law? If not, where does the argument go wrong, and can it be shown with numbers for gaps of around a centimetre?

**Answer**

The first half of your argument is right: at fixed voltage, a smaller gap gives a stronger field and more ionization per centimetre. But breakdown depends on how much ionization occurs over the whole crossing, and a smaller gap also offers fewer centimetres. We have to find out which change wins.

**What the ionization law says**

Take wide parallel plates, a uniform field E = V/d, and gas at fixed pressure p and temperature. Let α be the mean number of ionizations one electron causes per unit length along the field. The Townsend law is

α = A p exp(−Bp/E).

A and B belong to the gas. For real gases they are fitted over a limited range of E/p, but a simple picture shows where the form comes from.

Suppose an electron starts from rest after every collision and flies along the field. Let its mean free path be λ = 1/(Ap), which is inversely proportional to pressure because the gas density is proportional to pressure. Suppose also that it ionizes at its next collision if it has fallen through at least a voltage V_i. It must then fly a distance of at least V_i/E. For randomly distributed collisions, the probability of a free flight that long is exp(−V_i/(Eλ)). There are 1/λ collisions per unit length, so

α = (1/λ) exp(−V_i/(Eλ)) = A p exp(−A V_i p/E).

This is the Townsend law with B = A V_i. In this picture the exponential is the fraction of collisions that ionize, and Ap is the total number of collisions per unit length. A stronger field can raise the fraction towards one, but it cannot create more collisions. That ceiling is the weak point of the argument in the question.

The picture explains the form of the law, not its fitted values. For nitrogen B/A is about 28 V, well above the ionization voltage of about 16 V, and real electrons collide more often than Ap suggests. Nor does the picture describe the whole avalanche: if every new electron had to start from rest, the avalanche would grow more slowly than the formula below. From here on, α is a fitted local rate that applies equally to old and newly freed electrons.

**The condition for breakdown**

One electron leaving the cathode starts an avalanche. If N electrons cross a plane at distance x from the cathode, they add dN = αN dx in the next slice. With α uniform, one initial electron becomes exp(αd) electrons at the anode. All but the first were made in the gas, each together with one positive ion, so the avalanche leaves exp(αd) − 1 ions.

The ions drift to the cathode. Let each release γ new electrons there on average. The number of new cathode electrons per original one is

M = γ[exp(αd) − 1].

If M < 1, each generation is smaller than the last and the current dies out once the outside source of electrons is removed. If M > 1, it grows until space charge changes the field. The threshold is M = 1:

exp(αd) = 1 + 1/γ,

αd = L, where L = ln(1 + 1/γ).

For now γ is constant. The model also leaves out electron attachment, field emission and discharge paths around the plate edges.

**Changing the gap at fixed voltage**

Put E = V/d into the ionization law and multiply by d:

αd = A pd exp(−B pd/V).

The pressure and the gap enter only as the product q = pd. The factor Aq falls when the gap shrinks, because there are fewer collisions. The exponential rises, because the field is stronger. Differentiating at fixed V gives

d(αd)/dq = A exp(−Bq/V) (1 − Bq/V).

This is positive for q < V/B and negative for q > V/B. So αd is largest at q = V/B. If the gap is wider than that, closing it increases αd, as you expected, until q has fallen to V/B. If it is already narrower, closing it further reduces αd.

Another way to see this is to write d = V/E:

αd = V (α/E).

The ratio α/E is the number of ionizations per volt of potential difference. In a weak field, few collisions ionize. In a very strong field, most of them do, but each free flight uses up many more volts than ionization requires. The best use of the voltage lies in between, at E/p = B.

**The breakdown voltage**

Set αd = L and solve for V:

A q exp(−Bq/V) = L

exp(Bq/V) = Aq/L

Bq/V = ln(Aq/L)

V_b = B q / ln(Aq/L).

This is the Paschen curve. At fixed q, the left side of the first line rises steadily with V from zero towards Aq. It therefore reaches L once, provided Aq > L. If q ≤ L/A, it never gets there: within this model, no voltage gives breakdown.

To find how V_b changes with the gap, take logarithms:

ln V_b = ln B + ln q − ln[ln(Aq/L)].

The derivative of ln(Aq/L) with respect to ln q is 1, so

d ln V_b / d ln q = 1 − 1/ln(Aq/L).

The slope is zero when ln(Aq/L) = 1, which gives

q_min = eL/A,

V_min = B q_min/1 = eBL/A.

Here e is the base of natural logarithms, and E/p = V_min/q_min = B, in agreement with the argument about ionizations per volt.

For L/A < q < eL/A, the logarithm lies between 0 and 1, so the slope is negative. At fixed pressure, a smaller gap then requires a higher voltage. For q > eL/A the slope is positive, and a smaller gap requires a lower voltage. Your rule holds on the right branch and fails on the left.

**Numbers for nitrogen at 1 Torr**

Rough typical values are A = 12 /(cm Torr), B = 340 V/(cm Torr) and γ = 0.01. I take the fit as usable for E/p of roughly 100 to 600 V/(cm Torr). Then

L = ln(101) = 4.615,

q_min = 2.718 × 4.615/12 = 1.045 Torr cm (1.39 Pa m),

V_min = 340 × 1.045 = 355 V.

At 1 Torr the minimum is at a gap of 10.45 mm. For a gap of 7 mm, q = 0.7 Torr cm, and

Aq/L = 12 × 0.7/4.615 = 1.820,

ln(1.820) = 0.599,

V_b = 340 × 0.7/0.599 = 397 V.

The same calculation for other gaps, all at 1 Torr, gives:

gap 40 mm: V_b = 581 V
gap 20 mm: V_b = 412 V
gap 10.45 mm: V_b = 355 V
gap 8 mm: V_b = 371 V
gap 7 mm: V_b = 397 V

Closing the gap from 40 to 20 mm lowers the breakdown voltage by 168 V. Closing it from 10.45 to 7 mm raises it by 42 V, or 11.8 % of the minimum. At 7 mm the slope is 1 − 1/0.599 = −0.67, so a further 1 % reduction in gap costs about 0.7 % more voltage. All five gaps have E/p between 145 and 568 V/(cm Torr), inside the stated range of the fit.

The algebra can be checked without using the solved formula. Integrate the electron and ion currents across the gap, require the electron current at the cathode to be γ times the ion current there, and look for the voltage at which the ion current vanishes at the anode. For six gaps from 4.5 to 40 mm, this gives the same voltages to about one part in 10¹⁰. That confirms the solution of the model, not the accuracy of its nitrogen parameters.

Now hold the supply at 380 V and change only the gap:

20 mm: α = 2.00 /cm, αd = 4.01, M = 0.54
10 mm: α = 4.90 /cm, αd = 4.90, M = 1.34
7 mm: α = 6.41 /cm, αd = 4.49, M = 0.88

In this model, only the 10 mm gap breaks down. The 7 mm gap has the strongest field and the largest α, yet it fails. Going from 10 to 7 mm raises α by 31 % but shortens the path by 30 %, and 1.31 × 0.70 = 0.92. That 8 % loss in αd is amplified by the exponential in M: at 7 mm, 0.01 × (e^4.49 − 1) = 0.88, which is below threshold.

The ceiling on α makes the shortage concrete. In the fitted law α cannot exceed Ap, so in a 7 mm gap αd cannot exceed Aq = 12 × 0.7 = 8.4. Breakdown needs αd = L = 4.6, or 55 % of that ceiling. At the minimum the required share is 1/e, or 37 %. At a gap of 3.85 mm, where q = L/A, it would be 100 %, which no finite field provides.

**Does this depend on the particular formula?**

Less than it may seem. Let the ionization law be any smooth function α/p = f(x), with x = E/p = V/q. Breakdown requires q f(x) = L. Define

s = d ln f / d ln x,

and assume s > 0. With L constant, differentiating ln q + ln f(x) = ln L gives

d ln q + s d ln x = 0, so d ln x = −d ln q/s.

Since V = xq, we have d ln V = d ln x + d ln q, and therefore

d ln V_b / d ln q = 1 − 1/s.

The left branch is the region where s < 1, that is, where α grows less than in proportion to the field. This is the general form of the competition: at fixed voltage the field grows as 1/d, and α must grow at least that fast to make up for the lost path. For the Townsend law s = B/x, which falls below 1 when E/p exceeds B.

The yield γ can also vary with E/p, for instance because the ions strike the cathode with more energy. Then L depends on x. Define g = −d ln L/d ln x, which is positive if γ rises with the field. Differentiating the same condition now gives

d ln q + s d ln x = −g d ln x,

d ln V_b / d ln q = 1 − 1/(s + g), for s + g > 0.

A rising γ helps the smaller gap. Compared with a constant γ that has the same value at the old minimum, a moderate rise moves the minimum to smaller q, where s + g = 1. If γ rises so steeply that s + g never falls to 1, there is no minimum and no left branch. Once γ levels off at high field, g goes to zero and the Townsend law again gives a left branch.

**How firm are the numbers?**

The size of the rise depends strongly on γ. The gap at which the left branch begins depends on it less, but still enough to matter here. Changing one assumption at a time, at 1 Torr, gives:

γ = 0.005: minimum 408 V at 12.0 mm; 518 V at 7 mm
γ = 0.02: minimum 303 V at 8.9 mm; 314 V at 7 mm
γ proportional to E/p: minimum 346 V at 7.9 mm; 348 V at 7 mm

In the last case γ is set to 0.01 at E/p = B. The voltage then rises by only about 2 V from the new minimum at 7.9 mm to the 7 mm gap. Closing the gap from 10.45 to 7 mm, which cost 42 V before, now lowers the breakdown voltage by about 7 V. An experiment between those two gaps could show a nearly flat curve. If γ rose as (E/p)², again with 0.01 at E/p = B, the model would have no left branch for as long as that rise continued, and closing the gap would keep lowering the breakdown voltage. The first case puts E/p at 7 mm near 740 V/(cm Torr), outside the range of the fit, so its 518 V is an extrapolation.

The law also assumes that an electron ionizes at its full average rate from the moment it leaves the cathode. In fact it must first gain enough energy. Ionizing a nitrogen molecule takes roughly 16 V; with V₀ = 15.6 V as the input to the calculation, the electron needs at least a distance V₀/E, which is 0.27 mm in the 7 mm gap at 397 V. Removing this distance from the avalanche changes the condition to

A q (1 − V₀/V) exp(−Bq/V) = L.

The minimum rises to 371 V and the value at 7 mm to 424 V, the latter slightly outside the fitted range. This correction makes the left branch steeper. It is probably a low estimate of the starting distance, since electrons also lose energy in collisions that do not ionize, although they leave the cathode with a few eV of their own. The example at 380 V leaves little room for this. With twice the starting distance, αd in the 10 mm gap would be 4.90 × (1 − 31.2/380) = 4.50, which is below L, and that gap would not break down either.

Temperature matters because collisions depend on gas density. Warming the gas from 293 to 298 K at the same pressure lowers the density by 1.7 % and raises V_b at 7 mm from 397 to 402 V. On the left branch, thinner gas acts like a smaller gap.

Sideways loss of electrons is small if the plates are wide. In a crossing time t = d/(μE), where μ is the mobility and D the diffusion coefficient, the rms spread along one sideways axis is √(2Dt) = d√(2(D/μ)/V). With a rough D/μ of 5 V, this is 1.1 mm for the 7 mm gap, so plates several centimetres across lose few electrons at their edges. The spread grows with the gap, to about 5 mm at 40 mm, so the wider gaps in the table need correspondingly wider plates, also to keep the field uniform.

**Real chambers and very small gaps**

A minimum of a few hundred volts near 1 Torr cm is of the right rough size for common molecular gases between metal plates. The value of γ depends strongly on the metal and the state of its surface, and a local ionization rate is itself only approximate in such short gaps, so neither 355 V nor the gap of 10.45 mm should be read as a prediction for a particular chamber. With a constant γ of 0.05, for example, the model puts the minimum at 234 V and 6.9 mm, and the 7 mm gap is then just on the right branch.

The assumption most easily broken in hardware is that the discharge must take the shortest path. Field lines from the edges or backs of the plates may be longer than the gap. Suppose one such path is 10.45 mm long with a nearly uniform field. The model then lets it break down at about 355 V, although the direct 7 mm path would hold until 397 V. A narrow gap on the left branch can therefore suppress a discharge, but only if longer paths are blocked as well. If a plasma is already burning nearby, it supplies charges and alters the field, and this breakdown condition no longer decides the matter alone.

Nor is the model's limit at 3.85 mm a guarantee of insulation. As q approaches L/A, the predicted voltage and E/p grow without bound, far outside the range of the fit. Electrons then cross in so few collisions that a local ionization rate loses its meaning, and processes at the electrode surfaces can take over.

One such process is field emission, in which electrons tunnel out of the cathode. For a work function φ and a surface field βE, where β describes enhancement at sharp points, the barrier at distance z is φ − eβEz (here e is the elementary charge). The tunnelling probability is roughly exp(−G), with

G = (2/ħ) ∫ √(2m(φ − eβEz)) dz,

taken from z = 0 to φ/(eβE). The integral of the square root √(φ − eβEz) is 2φ^(3/2)/(3eβE), so

G = 4√(2m) φ^(3/2) / (3eħβE).

With rough values φ = 4.5 eV and β = 100, the 7 mm gap at 397 V gives G ≈ 11,000, and field emission is negligible. At 760 Torr, however, the same q_min corresponds to a gap of only 13.8 µm. The field is then 0.26 MV/cm and G ≈ 25. The image force, left out of this simple barrier, would lower G by about a quarter and make emission much stronger. Since G is proportional to d at fixed voltage, closing the gap to a few micrometres makes emission vastly stronger. The breakdown voltage can then fall with decreasing gap where the Paschen formula says it should rise.

So the centimetre-scale answer should not be carried over to micrometre gaps at atmospheric pressure merely because pd is the same. For your plates at 1 Torr, the test is whether the gap is above or below the minimum: above it, moving them closer lowers the breakdown voltage until the minimum is reached; below it, moving them closer raises the breakdown voltage of the direct path, because α grows less than in proportion to the field and cannot make up for the shorter crossing. Seeing this rise requires that γ not climb steeply with the field and that longer paths around the edges be blocked. The values for the main example are in the numerical output.

Values computed for the example and the checks

```
Nitrogen, rough typical parameters
A = 12 /(cm Torr), B = 340 V/(cm Torr)
gamma = 0.01, pressure = 1.0 Torr
rough fit range E/p = 100 to 600 V/(cm Torr)
effective ionizing voltage B/A = 28.3 V
L = ln(1+1/gamma) = 4.615
pd at minimum = 1.045 Torr cm = 1.394 Pa m
gap at minimum = 10.45 mm
minimum breakdown voltage = 355.4 V
model limit pd = L/A = 0.385 Torr cm, gap 3.85 mm
largest relative gap, transport vs formula = 9.0e-11
Breakdown: gap mm | V_b V | E/p V/(cm Torr) | alpha 1/cm
  40.00 | 580.7 | 145 | 1.154
  20.00 | 412.4 | 206 | 2.308
  10.45 | 355.4 | 340 | 4.415
  10.00 | 355.8 | 356 | 4.615
   8.00 | 371.4 | 464 | 5.769
   7.00 | 397.4 | 568 | 6.593
slope dlnV/dln(pd) at 7 mm = -0.670
rise of V_b from minimum to 7 mm = 42.0 V = 11.8 %
Fixed 380 V: gap mm | E V/cm | alpha 1/cm | alpha*d | M
  20 | 190 | 2.00 | 4.01 | 0.54
  10 | 380 | 4.90 | 4.90 | 1.34
  7 | 543 | 6.41 | 4.49 | 0.88
gap of largest alpha*d at 380 V = 11.18 mm, alpha*d = 4.93
Neglected effects: V_b at 7 mm | minimum V | its gap mm
  gamma = 0.005: 517.5 | 408.4 | 12.01
  gamma = 0.02: 313.5 | 302.8 | 8.91
  gamma proportional to E/p: 348.1 | 346.2 | 7.88
  first 15.6 V without ionization: 423.9 | 371.0 | 10.91
starting distance at 7 mm = 0.27 mm
gas 5 K warmer than 293 K, same p, 7 mm: V_b = 402.1 V
sideways rms spread per axis at 7 mm = 1.11 mm (D/mobility 5 V)
work function 4.5 eV, field enhancement 100
field at 7 mm = 5.68e-04 MV/cm, emission exponent = 11486
at 760 Torr: gap at minimum = 13.8 um, field = 0.258 MV/cm
emission exponent there = 25.2
```
